\section*{The slab dipole correction: Parry's sum and the choice of vacuum}

\section{What goes wrong without the correction}

A program that treats every system as periodic in three dimensions represents a surface by a slab, a layer of vacuum, and endless copies of both. If the slab has a dipole moment along its normal, the copies disturb it, and more vacuum helps very slowly. For the small polar slab computed below, 24 bohr of vacuum leaves an error of $-0.175$ hartree per cell in an electrostatic energy of $-0.136$ hartree. Bringing the error down to 1 meV by vacuum alone would take about $1.7\times10^5$ bohr.

The dipole correction treated here adds the Yeh--Berkowitz term $2\pi M_z^2/V$ to the energy. With it, the same accuracy is reached at about 12.2 bohr of vacuum. To see what the term repairs and what it leaves, one needs the energy of a single slab with no copies above or below. Parry's two-dimensional Ewald sum supplies it.

\section{The reference: one slab, periodic in the plane}

Hartree atomic units are used, so two charges interact as $q_iq_j/r$. Charges $q_i$ sit at $\mathbf r_i=(\boldsymbol\rho_i,z_i)$ and repeat with the planar lattice vectors $\mathbf R$; the cell has area $A$. It is neutral, $\sum_iq_i=0$. With $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, the energy per cell is
\begin{equation}
E_{2D}=\frac12\sum_{\mathbf R}\sum_{ij}{}^{'}\frac{q_iq_j}{|\mathbf r_{ij}+\mathbf R|},
\label{def}
\end{equation}
where the prime omits $i=j$ at $\mathbf R=0$. The sum over $i,j$ is done first. Two neutral cells then interact at large distance as $R^{-3}$ or weaker, and since $\int R^{-3}\,2\pi R\,dR$ converges at its upper end, the energy is well defined.

\subsection{Splitting the interaction}

Write
\begin{equation}
\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-r^2t^2}dt
\end{equation}
and divide the integral at $t=\alpha$. The upper part is $\mathrm{erfc}(\alpha r)/r$, which is short-ranged and is summed directly. The lower part is smooth. It is convenient to let it include the term $i=j$, $\mathbf R=0$, whose value is $(2/\sqrt\pi)\int_0^\alpha dt=2\alpha/\sqrt\pi$; half of this times $q_i^2$ must be subtracted again.

For the smooth part, start the integral at a small $\varepsilon>0$. This replaces $1/r$ by $\mathrm{erfc}(\varepsilon r)/r$, whose second derivatives are bounded by a constant times $r^{-3}$, with the same constant for all $\varepsilon$. The sum over neutral cells therefore converges uniformly, and $\varepsilon\to0$ returns \eqref{def}. Poisson summation of a planar Gaussian, whose Fourier transform is $(\pi/t^2)e^{-G^2/4t^2}$, gives
\begin{equation}
\sum_{\mathbf R}e^{-t^2|\boldsymbol\rho+\mathbf R|^2}
=\frac{\pi}{At^2}\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}e^{-G^2/4t^2},
\end{equation}
with $\mathbf G$ the planar reciprocal vectors. The smooth potential of one lattice of unit charges is thus
\begin{equation}
\frac{2\sqrt\pi}{A}\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}
\int_\varepsilon^\alpha\frac{dt}{t^2}\,e^{-z^2t^2-G^2/4t^2}.
\label{smooth}
\end{equation}

\subsection{Lateral structure, $\mathbf G\ne0$}

Here $\varepsilon$ can be set to zero at once. Consider
\begin{equation}
F(t)=e^{Gz}\,\mathrm{erfc}\!\left(\frac{G}{2t}+zt\right)
+e^{-Gz}\,\mathrm{erfc}\!\left(\frac{G}{2t}-zt\right).
\end{equation}
Because $(G/2t\pm zt)^2=G^2/4t^2+z^2t^2\pm Gz$, the prefactors $e^{\pm Gz}$ cancel on differentiation:
\begin{align}
F'(t)&=-\frac{2}{\sqrt\pi}e^{-z^2t^2-G^2/4t^2}
\left[\left(-\frac{G}{2t^2}+z\right)+\left(-\frac{G}{2t^2}-z\right)\right]\nonumber\\
&=\frac{2G}{\sqrt\pi\,t^2}\,e^{-z^2t^2-G^2/4t^2}.
\end{align}
Both arguments go to $+\infty$ as $t\to0$, so $F(0)=0$ and the integral in \eqref{smooth} is $(\sqrt\pi/2)K_\alpha(G,z)$ with $K_\alpha=F(\alpha)/G$.

\subsection{Lateral average, $\mathbf G=0$}

The integral now diverges as $\varepsilon\to0$. Subtract and add $1/t^2$, then integrate by parts:
\begin{align}
\int_\varepsilon^\alpha\frac{e^{-z^2t^2}}{t^2}dt
&=\frac1\varepsilon-\frac1\alpha+\int_\varepsilon^\alpha\frac{e^{-z^2t^2}-1}{t^2}dt\nonumber\\
&\to\frac1\varepsilon-\frac1\alpha-\frac{e^{-\alpha^2z^2}-1}{\alpha}
-2z^2\int_0^\alpha e^{-z^2t^2}dt\nonumber\\
&=\frac1\varepsilon-\sqrt\pi\,P_\alpha(z),\\
P_\alpha(z)&=z\,\mathrm{erf}(\alpha z)+\frac{e^{-\alpha^2z^2}}{\alpha\sqrt\pi}.
\end{align}
The constant $1/\varepsilon$ is multiplied by $\sum_{ij}q_iq_j=(\sum_iq_i)^2=0$ and drops out. For a charged slab it would not.

\subsection{Parry's formula}

With the factor $\tfrac12$ of \eqref{def}, the prefactors become $\tfrac12\cdot(2\sqrt\pi/A)\cdot(\sqrt\pi/2)=\pi/2A$ and $-\tfrac12\cdot(2\sqrt\pi/A)\cdot\sqrt\pi=-\pi/A$:
\begin{align}
E_{2D}={}&\frac12\sum_{\mathbf R}\sum_{ij}{}^{'}q_iq_j
\frac{\mathrm{erfc}(\alpha|\mathbf r_{ij}+\mathbf R|)}{|\mathbf r_{ij}+\mathbf R|}
-\frac{\alpha}{\sqrt\pi}\sum_iq_i^2\nonumber\\
&+\frac{\pi}{2A}\sum_{ij}q_iq_j\sum_{\mathbf G\ne0}
\cos(\mathbf G\cdot\boldsymbol\rho_{ij})K_\alpha(G,z_{ij})\nonumber\\
&-\frac{\pi}{A}\sum_{ij}q_iq_jP_\alpha(z_{ij}).
\label{parry}
\end{align}
The result does not depend on $\alpha$, which merely moves work between the sums.

In code, $e^{Gz}$ can overflow while the function multiplying it underflows. Since $K_\alpha$ is even in $z$, use $|z|$ and set $u=G/2\alpha$, $v=\alpha|z|$. Then $(u+v)^2=u^2+v^2+G|z|$, and the dangerous product becomes
\begin{equation}
e^{G|z|}\,\mathrm{erfc}(u+v)=e^{-u^2-v^2}\,\mathrm{erfcx}(u+v),
\qquad \mathrm{erfcx}(x)=e^{x^2}\mathrm{erfc}(x).
\end{equation}
Cutoffs $r\le X/\alpha$ and $G\le2\alpha X$ leave tails of order $e^{-X^2}$.

The cost is the drawback. $K_\alpha(G,z_{ij})$ is not a product of a function of $z_i$ and one of $z_j$, so in this form each $\mathbf G$ needs a sum over all pairs.

\section{What the periodic program computes}

Let the slab have thickness $h$, the largest difference of $z$ between its charges. Stack copies at height $L_z=h+w$, with vacuum $w>0$ and $V=AL_z$. The three-dimensional Ewald energy with the $\mathbf k=0$ term omitted, which corresponds to conducting surroundings, is
\begin{align}
E_{3D}={}&\frac12\sum_{\mathbf T}\sum_{ij}{}^{'}q_iq_j
\frac{\mathrm{erfc}(\alpha|\mathbf r_{ij}+\mathbf T|)}{|\mathbf r_{ij}+\mathbf T|}
-\frac{\alpha}{\sqrt\pi}\sum_iq_i^2\nonumber\\
&+\frac{2\pi}{V}\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\alpha^2}}{k^2}|S(\mathbf k)|^2,
\quad S(\mathbf k)=\sum_iq_ie^{i\mathbf k\cdot\mathbf r_i},
\label{e3d}
\end{align}
where $\mathbf T$ runs over the three-dimensional lattice. Here $|S|^2$ factorizes, so each $\mathbf k$ costs one sum over charges. For many charges this makes each reciprocal vector much cheaper than in \eqref{parry}, which is the reason to seek a correction to $E_{3D}$.

This energy is also independent of $\alpha$. The derivative of the first line is $-\pi^{-1/2}\sum_{\mathbf T}\sum_{ij}q_iq_je^{-\alpha^2|\mathbf r_{ij}+\mathbf T|^2}$, the self term supplying the pair omitted by the prime. Poisson summation in three dimensions turns it into $-(\pi/V\alpha^3)\sum_{\mathbf k}e^{-k^2/4\alpha^2}|S|^2$. The derivative of the second line is the same sum with a plus sign and without $\mathbf k=0$, where neutrality makes $S=0$. The two cancel.

We may therefore compare $E_{3D}$ with $E_{2D}$ at $\alpha\to\infty$. The short-range sums vanish, the self terms are equal, and the reciprocal sums remain.

\subsection{The lateral average gives the correction}

Take the vectors $\mathbf k=(0,0,k)$ with $k=2\pi m/L_z$, $m\ne0$. We need $\sum_{k\ne0}e^{ikz}/k^2$. The function $f(z)=z(z-L_z)/2$ vanishes at $0$ and $L_z$ and has $f'=z-L_z/2$. Two integrations by parts give
\begin{align}
\frac1{L_z}\int_0^{L_z}f\,e^{-ikz}dz
&=\frac1{ikL_z}\int_0^{L_z}f'e^{-ikz}dz\nonumber\\
&=\frac1{ikL_z}\left[\frac{f'e^{-ikz}}{-ik}\right]_0^{L_z}
=\frac1{k^2},
\end{align}
because $f''=1$ integrates to zero against $e^{-ikz}$ and the bracket equals $-L_z/ik$. The mean of $f$ is $-L_z^2/12$. Hence, for $|z|\le L_z$,
\begin{equation}
\sum_{k\ne0}\frac{e^{ikz}}{k^2}=\frac{L_z^2}{12}-\frac{L_z|z|}{2}+\frac{z^2}{2}.
\label{parabola}
\end{equation}
Multiply by $(2\pi/V)q_iq_j$ and sum over pairs. The constant vanishes by neutrality. With $M_z=\sum_iq_iz_i$,
\begin{equation}
\sum_{ij}q_iq_jz_{ij}^2=2\Big(\sum_iq_i\Big)\sum_jq_jz_j^2-2M_z^2=-2M_z^2,
\end{equation}
so the lateral average contributes
\begin{equation}
-\frac{\pi}{A}\sum_{ij}q_iq_j|z_{ij}|-\frac{2\pi M_z^2}{V}.
\end{equation}
In $E_{2D}$ the corresponding term is $-(\pi/A)\sum_{ij}q_iq_j|z_{ij}|$, since $P_\alpha(z)\to|z|$. Adding $2\pi M_z^2/V$ thus removes the whole error of the lateral average, whatever the vacuum.

The physical content is a potential step. Far above a single slab the averaged potential is $2\pi M_z/A$, far below it is $-2\pi M_z/A$. A periodic potential cannot keep the step $4\pi M_z/A$, so it acquires a uniform slope $-4\pi M_z/V$ that undoes it over the height $L_z$. The derivative of the correction with respect to $q_i$ is the potential $4\pi M_zz_i/V$, which cancels the slope. The matching force is
\begin{equation}
\Delta F_{z,i}=-\frac{\partial}{\partial z_i}\frac{2\pi M_z^2}{V}=-\frac{4\pi q_iM_z}{V}.
\end{equation}

\subsection{What remains: lateral structure of the copies}

For $\mathbf G\ne0$, applying Poisson summation along $z$ to the Gaussians in \eqref{smooth} shows that the terms of \eqref{e3d} are Parry's terms summed over layers at $z_{ij}+nL_z$. Explicitly, $\sum_ne^{-(z+nL_z)^2t^2}=(\sqrt\pi/tL_z)\sum_{k_z}e^{ik_zz-k_z^2/4t^2}$, and with $k^2=G^2+k_z^2$,
\begin{equation}
\frac{2\sqrt\pi}{A}\frac{\sqrt\pi}{L_z}\int_0^\alpha\frac{dt}{t^3}e^{-k^2/4t^2}
=\frac{4\pi}{V}\frac{e^{-k^2/4\alpha^2}}{k^2}.
\end{equation}
Half of this is the prefactor in \eqref{e3d}. Subtracting $E_{2D}$ removes $n=0$. For the other layers $K_\alpha\to2e^{-G|z_{ij}+nL_z|}/G$ as $\alpha\to\infty$, and as $|z_{ij}|\le h<L_z$,
\begin{equation}
\sum_{n\ge1}\left[e^{-G(nL_z+z)}+e^{-G(nL_z-z)}\right]
=\frac{2\cosh Gz}{e^{GL_z}-1}.
\end{equation}
Define $S_\pm(\mathbf G)=\sum_iq_ie^{i\mathbf G\cdot\boldsymbol\rho_i\pm Gz_i}$. The real part of $S_+S_-^*$ is $\sum_{ij}q_iq_j\cos(\mathbf G\cdot\boldsymbol\rho_{ij})e^{Gz_{ij}}$; exchanging $i$ and $j$ replaces the exponential by $e^{-Gz_{ij}}$, so their average, $\cosh Gz_{ij}$, may stand there. Therefore
\begin{equation}
E_{3D}+\frac{2\pi M_z^2}{V}-E_{2D}
=\frac{2\pi}{A}\sum_{\mathbf G\ne0}\frac{\mathrm{Re}[S_+(\mathbf G)S_-^*(\mathbf G)]}{G\,(e^{GL_z}-1)}.
\label{res}
\end{equation}
The product $S_+S_-^*$ grows at most as $e^{Gh}$, so each term falls as $e^{-G(L_z-h)}=e^{-Gw}$. The shortest $\mathbf G$ with a nonzero coefficient governs large $w$.

Equation \eqref{res} also needs one sum over charges per $\mathbf G$. Subtracting it from the corrected energy recovers $E_{2D}$ without a pair sum in reciprocal space.

\section{A polar slab in numbers}

The model has four planes, 4 bohr apart, with charges $+1,-1,+1,-1$ from bottom to top, and a square period $a=8$ bohr. Positive charges sit at the corners of the square, negative ones at its centre. Thus $h=12$ bohr, $A=64$ bohr$^2$ and
\begin{equation}
M_z=0-4+8-12=-8\ e\,\text{bohr}.
\end{equation}
At $\alpha=0.5$ bohr$^{-1}$ the parts of \eqref{parry}, in hartree, are $-0.0000016$ (real space), $0.4283714$ ($\mathbf G\ne0$), $0.5644175$ ($\mathbf G=0$) and $-1.1283792$ (self). They add to
\begin{equation}
E_{2D}=-0.1355919\ \text{hartree}=-3.68964\ \text{eV}.
\end{equation}
Direct summation of \eqref{def}, extrapolated in the size of the block of cells, agrees to about $10^{-9}$ hartree.

The errors relative to this $E_{2D}$ are:
\begin{center}
\begin{tabular}{rrr}
$w$ (bohr) & uncorrected (hartree) & corrected (hartree)\\
4 & $-0.3732$ & $1.95\times10^{-2}$\\
8 & $-0.3132$ & $9.72\times10^{-4}$\\
16 & $-0.2244$ & $1.90\times10^{-6}$\\
24 & $-0.1745$ & $3.56\times10^{-9}$
\end{tabular}
\end{center}
At $w=24$ bohr, $L_z=36$ bohr and $-2\pi M_z^2/V=-2\pi\cdot64/(64\cdot36)=-0.1745$ hartree, which is the uncorrected error to the digits shown.

The corrected error follows from the four shortest vectors, $G=2\pi/a=0.7854$ bohr$^{-1}$. Their phase is $-1$ at the centre of the square, which offsets the negative charge there, so all planes add with the same sign:
\begin{equation}
\delta E\simeq\frac4a\Big(\sum_{l=0}^{3}e^{-\pi l}\Big)^2e^{-2\pi w/a}
=0.546\,e^{-2\pi w/a}\ \text{hartree}.
\end{equation}
The prefactor is $4\cdot2\pi/(AG)=4/a$, and $\pi$ in the exponent is $G$ times the plane spacing. From $w=16$ to $24$ bohr, one lateral period, the error falls by a factor of 533.8, against $e^{2\pi}=535.5$. At $w=4$ bohr the estimate, $0.0236$ hartree, is too large. For the next vectors, of length $\sqrt2\,G$, the phase is $+1$ at both sites; the top charge then dominates $S_+$ and the bottom charge $S_-$, and their opposite signs make this contribution negative.

\section{Choosing the settings}

\textbf{Switch the correction on} for a neutral slab with $M_z\ne0$. The uncorrected error is the residual \eqref{res} minus $2\pi M_z^2/V$, so the uncorrected energy lies closer to $E_{2D}$ only when the residual exceeds $\pi M_z^2/V$. That is a chance cancellation. It needs a small $M_z$ and a vacuum that is thin compared with the lateral period, and it disappears as the vacuum grows. In a wide cell it can last long: for a single dipole with components $1$ and $0.3$ $e$ bohr in and normal to the plane, in a square cell of period 64 bohr, it still holds at $w=50$ bohr and is gone at $60$ bohr. If a mirror plane or inversion centre makes $M_z$ vanish, the term is zero and does no harm. Equation \eqref{res} compares energies for fixed charges. When electrons or ions can respond, the potential and forces of the correction must act during the calculation; otherwise the system relaxes in the spurious field. In the example that field has magnitude $0.0436$ hartree/($e$ bohr) even at $w=24$ bohr.

\textbf{Choose the vacuum from the lateral period.} If the leading term is $Ce^{-Gw}$ and the tolerated error is $\delta$, then
\begin{equation}
w\simeq\frac1G\ln\frac C\delta.
\end{equation}
For the example and $\delta=1$ meV this gives the 12.2 bohr quoted at the start. A defect or adsorbate in a larger lateral cell introduces shorter $\mathbf G$ and can require more vacuum, but $C$ changes as well and must be taken from \eqref{res}, so the growth can be much less than in proportion to the period. Merely repeating a perfect cell adds no such terms: the phases of the copies cancel in $S_\pm$ at the new vectors. The error per enlarged cell still grows with the number of copies, so the example repeated $8\times8$ times needs 17.5 bohr for 1 meV per enlarged cell. With one top charge in that cell raised by 1 bohr it needs about 19 bohr, measured from the raised charge, against about 12 bohr at period 8. There the terms of the defect and of the lattice have opposite signs, and the residual changes sign near $w=16$ bohr. The shortest $\mathbf G$ alone would suggest only 15.5 bohr. In such cells one term does not dominate, and the full sum \eqref{res} must be evaluated.

\textbf{Measure the vacuum from the edge of the charge.} The derivation concerns pairs of charges, so it extends by superposition to a continuous density, with $h$ its full extent. Electron tails that overlap across the vacuum violate $w>0$, and the copies then interact by more than electrostatics.

\textbf{Keep the slab in one piece} when $M_z$ is evaluated. Moving the top plane down by $L_z$ leaves $E_{3D}$ unchanged but alters $M_z$. For $w=16$ bohr it becomes $-8+28=20$ $e$ bohr, and the ``corrected'' energy is wrong by $1.178$ hartree, more than five times the uncorrected error in size.

\textbf{Do not use this form for a charged slab.} Neutrality removed the constant in Parry's sum, the constant in \eqref{parabola} and the second moment $\sum_jq_jz_j^2$. With a net charge, $M_z$ even depends on the choice of origin.

The correction removes the laterally averaged effect of the copies and nothing else; their lateral structure remains as the residual \eqref{res}, which decays exponentially with the vacuum once $L_z$ is comparable to the lateral period. For a localized dipole $p$ along the normal in a much wider cell, it first falls only as $-2\zeta(3)p^2/L_z^3$, the interaction with its stacked copies; with $p=1$ $e$ bohr and a period of 128 bohr, 1 meV takes about 37 bohr of vacuum. The step $4\pi M_z/A$ belongs to the single slab and is not an error to be removed. The numerical check tests the formulas above for this slab and the residual \eqref{res} also for an oblique cell of low symmetry.

\section*{Table of computed values}
\begin{verbatim}
lateral period a = 8.0 bohr, plane spacing = 4.0 bohr
slab thickness h = 12.0 bohr, area A = 64.0 bohr^2
dipole Mz = -8.0 e bohr
shortest G = 0.785398 1/bohr
Parry energy parts at alpha = 0.5 1/bohr, in hartree:
  real space -0.0000016493
  G != 0     0.4283713957
  G = 0      0.5644175343
  self       -1.1283791671
E2D = -0.1355918864 hartree = -3.689643 eV
E2D at alpha = 0.8 1/bohr: -0.1355918864 hartree
direct sum, extrapolated: -0.1355918853 hartree
oblique test cell, E2D: -0.2980210950 hartree
oblique test cell, direct: -0.2980210951 hartree
vacuum w (bohr), E3D, E3D + dipole term (hartree):
     4  -0.5088403774  -0.1161412957
     8  -0.4487794868  -0.1346202214
    12  -0.3973477609  -0.1355483731
    16  -0.3599894636  -0.1355899883
    20  -0.3319413450  -0.1355918042
    24  -0.3101248081  -0.1355918829
w (bohr), then in hartree: bare error, corrected error,
  residual formula, leading exponential:
     4  -0.373248  1.9451e-02  1.9451e-02  2.3603e-02
     8  -0.313188  9.7166e-04  9.7166e-04  1.0200e-03
    12  -0.261756  4.3513e-05  4.3513e-05  4.4077e-05
    16  -0.224398  1.8981e-06  1.8981e-06  1.9047e-06
    20  -0.196349  8.2233e-08  8.2233e-08  8.2311e-08
    24  -0.174533  3.5560e-09  3.5560e-09  3.5570e-09
leading amplitude = 0.546182 hartree
corrected error ratio, w = 16 to w = 24 bohr: 533.77
exp(2 pi) = 535.49
vacuum for 1 meV, corrected: 12.22 bohr
vacuum for 1 meV, bare: 1.7096e+05 bohr
4 pi Mz/V at w = 24 bohr: -0.043633 hartree/(e bohr)
wrapped Mz at w = 16 bohr: 20.0 e bohr
error with wrapped Mz: 1.178099 hartree
\end{verbatim}
